# Clamped Ferroelectric Films: Renormalized Out-of-Plane Landau Coefficients, part 2

A single-domain perovskite film is held coherently by a thick cubic (001) substrate. The problem is which Landau coefficients to use for it, and what they imply for its transition, switching and behaviour in a gate stack. Axes 1 and 2 lie in the plane and axis 3 is the normal. The polarization $P$ is along the normal. SI units are used, energies are per unit reference volume, and tensile strain and stress are positive.

The substrate imposes the in-plane strain $S_m$, measured from the stress-free cubic paraelectric cell. The surface is free of traction, so the normal strain $S_3$ is free. The compliances are $s_{11}$, $s_{12}$ and, for shear, $s_{44}$, with $s_+=s_{11}+s_{12}>0$; $Q_{11}$ and $Q_{12}$ are the electrostrictive coefficients. The constant-stress (free-crystal) Landau coefficients are $a_1=\beta(T-T_0)$, $a_{11}$ and $a_{111}$, where $T$ is temperature, $\beta>0$ and $T_0$ are constants, and $a_{111}>0$.

The film's potential is

$$
g=\frac{S_m^2}{s_+}+a_3^*P^2+a_{33}^*P^4+a_{111}P^6,
$$

with $a_3^*=a_1-2Q_{12}S_m/s_+$ and $a_{33}^*=a_{11}+Q_{12}^2/s_+$. The in-plane stress is $\sigma=(S_m-Q_{12}P^2)/s_+$. The internal field is $E=dg/dP$; the vacuum field energy is not part of $g$. The potential $g$ includes Legendre terms, the products of held strain and stress. Omitting them loses the shift of the quadratic coefficient but keeps that of the quartic.

For $a_{33}^*>0$ the film's transition to uniform normal polarization is continuous, at

$$
T_c=T_0+\frac{2Q_{12}S_m}{\beta s_+}.
$$

Below it, the zero-field polarization $P_s$ obeys

$$
P_s^2=\frac{-a_{33}^*+\sqrt{(a_{33}^*)^2-3a_3^*a_{111}}}{3a_{111}} .
$$

A free crystal with $a_{11}<0$ instead has a discontinuous transition at $T_j$, with polarization jump $P_j$:

$$
T_j=T_0+\frac{a_{11}^2}{4\beta a_{111}} .
$$

$$
P_j^2=-\frac{a_{11}}{2a_{111}}.
$$

### Numbers for a lead-titanate-like film

Use round parameters in the rough regime of lead titanate, for a 10 nm film at 300 K with $S_m=-1.00\%$. Landau coefficients are in SI units. The inputs are $\beta=3.80\times10^5$, $a_{11}=-7.00\times10^7$, $a_{111}=26.00\times10^7$, and $T_0=750$ K. The electrostrictive coefficients are $Q_{11}=0.089$ and $Q_{12}=-0.026$ m$^4$/C$^2$. The compliances are $s_{11}=8.00$ and $s_{12}=-2.50$ TPa$^{-1}$, so $s_+=5.50$ TPa$^{-1}$.

At constant stress,

$$
a_1=3.80\times10^5(300-750)=-17.100\times10^7 .
$$

The quadratic shift is

$$
-\frac{2(-0.026)(-0.0100)}{5.50\times10^{-12}}
=-9.455\times10^7 ,
$$

and their sum is $a_3^*=-26.555\times10^7$. The quartic shift is

$$
\frac{(-0.026)^2}{5.50\times10^{-12}}=12.291\times10^7 ,
$$

so $a_{33}^*=(-7.00+12.291)\times10^7=5.291\times10^7$. The quartic coefficient changes sign. A numerical minimization of the Helmholtz energy over the free strains, using the full stiffness matrix and these inputs, gives the same two coefficients to the digits shown.

At $P=50\ \mu\mathrm{C/cm^2}$, or $0.50$ C/m$^2$, the field is

$$
\begin{aligned}
E={}&2(-26.555\times10^7)(0.50)
+4(5.291\times10^7)(0.50)^3\\
&+6(26.00\times10^7)(0.50)^5,
\end{aligned}
$$

which is $-1.903$ MV/cm. Omitting the Legendre terms replaces the first coefficient by $-17.100\times10^7$ and gives $-0.958$ MV/cm. Half the magnitude of the field has been lost through the choice of potential.

The transition formulas give

$$
T_c=750+\frac{2(-0.026)(-0.0100)}
{(3.80\times10^5)(5.50\times10^{-12})}=998.8\ \mathrm{K},
$$

$$
T_j=750+\frac{(-7.00\times10^7)^2}
{4(3.80\times10^5)(26.00\times10^7)}=762.4\ \mathrm{K}.
$$

The free crystal's polarization jump is $36.7\ \mu\mathrm{C/cm^2}$. These results were tested by finding the lowest energy on a polarization grid at temperatures spaced by 0.1 K. The scans give 998.8 K for the film and 762.3 K for the free crystal, consistent with that spacing. The largest film step between neighbouring temperatures is $1.5\ \mu\mathrm{C/cm^2}$. It reflects the finite temperature step on a square-root onset, not a second discontinuity.

At 300 K, the formula for $P_s$ gives $72.1\ \mu\mathrm{C/cm^2}$ for the film. With the constant-stress coefficients it gives $75.3\ \mu\mathrm{C/cm^2}$ for the free crystal. Compression raises the transition temperature, yet the film has slightly less polarization at 300 K. The stress explains this. At the free-crystal polarization,

$$
S_m-Q_{12}P^2=-0.0100+0.026(0.753)^2>0 ,
$$

so the film would be under tension. The derivative of the elastic term in $g$ is

$$
\frac{d}{dP}\frac{(S_m-Q_{12}P^2)^2}{s_+}
=-4Q_{12}P\sigma .
$$

This is positive there because $Q_{12}<0$ and $\sigma>0$. The free-crystal part of the slope is zero at its own minimum, so the total slope is positive. With one positive stationary state, that state must lie at smaller polarization.

The in-plane stress itself changes from

$$
\sigma(0)=\frac{-0.0100}{5.50\times10^{-12}\ \mathrm{Pa}^{-1}}
=-1.82\ \mathrm{GPa}
$$

to $0.64$ GPa at $P_s$. A film described as compressed relative to its cubic cell can therefore be in tension once polarized. Its normal strain is

$$
S_3=2s_{12}\sigma+Q_{11}P_s^2 .
$$

Using $0.64$ GPa and $0.721$ C/m$^2$ gives $4.31\%$. Such a strain is large for linear elasticity and quadratic electrostriction. The calculation doesn't estimate the error caused by their higher-order terms.

### The uniform-switching limit

For a film between ideal metal contacts without an interlayer, a reverse field can be increased until the positive-polarization state ceases to be stable. If the whole film switches together and polarization stays along the normal, this occurs at $d^2g/dP^2=0$:

$$
a_3^*+6a_{33}^*P^2+15a_{111}P^4=0 .
$$

The positive solution is

$$
P_u^2=\frac{-3a_{33}^*+\sqrt{9(a_{33}^*)^2-15a_3^*a_{111}}}
{15a_{111}} .
$$

For the present coefficients, $P_u=47.3\ \mu\mathrm{C/cm^2}$. Inserting it into $E=dg/dP$ gives a field of magnitude $1.92$ MV/cm. Across 10 nm the corresponding voltage is $1.92$ V.

This is a limit of uniform switching, not a prediction of a measured coercive voltage. A domain can nucleate before the whole film becomes unstable, and polarization can also rotate. Whether rotation comes first depends on mixed polarization terms not introduced here.

### Adding an oxide

A gate stack imposes an electrical constraint as well as the mechanical one. Let the film thickness be $d_f$, and place an oxide of thickness $d_i$ and relative permittivity $\epsilon_i$ in series. Assume ideal metal contacts at zero total voltage, no work-function difference, and no free or trapped charge at the film-oxide interface. Here $P$ is the total film polarization, including its linear response. Gauss's law and zero voltage give

$$
\epsilon_0E_f+P=\epsilon_0\epsilon_iE_i,\qquad
E_fd_f+E_id_i=0 .
$$

The second equation gives $E_i=-E_fd_f/d_i$. Substitution into the first yields

$$
E_f=-\frac{P}{\epsilon_0(1+\epsilon_id_f/d_i)}.
$$

Equilibrium requires $dg/dP=E_f$. Moving the field to the left adds a linear force, equivalent to adding $kP^2$ to the energy, with

$$
k=\frac{1}{2\epsilon_0(1+\epsilon_id_f/d_i)} .
$$

The same $k$ follows from the field energies. Per unit film volume they are

$$
\begin{aligned}
\tfrac12\epsilon_0E_f^2+
\tfrac12\epsilon_0\epsilon_iE_i^2\frac{d_i}{d_f}
&=\tfrac12\epsilon_0E_f^2\left(1+\epsilon_i\frac{d_f}{d_i}\right)\\
&=kP^2 .
\end{aligned}
$$

As $d_i\to0$, $k\to0$ and the ideal-contact film returns. As $d_i\to\infty$, $k\to1/(2\epsilon_0)$, the depolarization energy coefficient of an isolated slab.

For a 1.0 nm oxide with $\epsilon_i=3.9$, $k=141.18\times10^7$. This exceeds $|a_3^*|=26.555\times10^7$. Since the quartic and sixth-order coefficients are positive, $P=0$ is the sole minimum at zero voltage for uniform polarization along the normal. The clamped film has a strong polar instability by itself, but the stack suppresses its uniform normal component.

This doesn't make the film nonpolar. A uniform in-plane polarization creates no depolarizing field across the stack. If it has the single component $P_1$, its natural in-plane strains are $Q_{11}P_1^2$ and $Q_{12}P_1^2$. Their cross terms with the imposed strain give the quadratic coefficient

$$
a_1-\frac{(Q_{11}+Q_{12})S_m}{s_+}=-5.65\times10^7 .
$$

It is negative, so with this oxide the film can lower its energy by polarizing in the plane. Such a state has no normal polarization at zero voltage, so it leaves no remanent polarization charge at the gate. It need not be the state the stack adopts. The in-plane instability is much weaker than the normal one, and poorly screened lead titanate films commonly keep their normal polarization and split into 180° stripe domains a few nanometres wide, whose average polarization is near zero. A uniform-polarization model cannot compare the two.

If polarization is kept along the normal, the largest oxide thickness for a nonzero uniform state follows from $a_3^*+k=0$:

$$
d_{i,\max}=\frac{\epsilon_id_f}
{1/(2\epsilon_0|a_3^*|)-1}=0.184\ \mathrm{nm}.
$$

The formula applies when $a_3^*<0$, $a_{33}^*>0$ and its denominator is positive. At fixed film thickness, a more negative $a_3^*$ permits a thicker oxide. Omitting the misfit term lowers the limit to 0.118 nm even though the quartic coefficient is right; for this oxide both values are below one atomic layer. The threshold leaves out rotation into the plane, which can end the normal state at a thinner oxide, and domains, which can reduce the average depolarizing field. A value comparable with one atomic spacing also lies outside a reliable continuum description of an oxide; here it says that almost no series oxide of this permittivity is allowed. The limit is proportional to $\epsilon_i$, so a layer of high permittivity can be much thicker.

If $P_s$ were nevertheless held uniform with the 1.0 nm oxide present, the equations above would give $E_i=204$ MV/cm. Oxide breakdown is roughly 10 MV/cm. That uniform state is therefore unavailable without compensating charge or a different stack.

### Strain relaxation and temperature

The rigid, coherent constraint can also fail. A rough estimate balances the elastic force that drives a misfit dislocation against its line energy. Removing a length $b$ of misfit across a film of thickness $h$ releases energy $|\sigma|bh$ per unit dislocation length.

For an edge dislocation in an isotropic solid, take the established shear stress $\mu b/[2\pi(1-\nu)r]$ at distance $r$ on its slip plane. Creating a displacement $b$ costs half the product of final stress and displacement. Integrating from a core radius $b$ to $h$ gives

$$
\frac b2\int_b^h\frac{\mu b}{2\pi(1-\nu)r}\,dr
=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac hb .
$$

Adding one to the logarithm as a rough core energy leads to

$$
|\sigma|bh=
\frac{\mu b^2}{4\pi(1-\nu)}
\left(\ln\frac hb+1\right).
$$

Use $\mu=1/[2(s_{11}-s_{12})]$, $\nu=-s_{12}/s_{11}$, $b=0.39$ nm and the unpolarized stress magnitude $1.82$ GPa. The balance gives $h\simeq3.9$ nm. The 10 nm film is thicker, so relaxation of the unpolarized film is energetically possible in this estimate. Once polarized at 300 K, the film is in tension, and losing compressive misfit at fixed polarization would raise its elastic energy; the estimate doesn't apply to that state. The balance doesn't say whether dislocations form during growth. Elastic anisotropy and the assumed core energy also limit its accuracy. With $s_{44}=9.0$ TPa$^{-1}$, the energy factor of an edge dislocation along a cube axis of the anisotropic crystal moves the estimate to about 5.7 nm, and the other isotropic choice $\mu=1/s_{44}$ would give about 12 nm.

If half the misfit is lost, with the other inputs fixed, $T_c$ falls from 998.8 K to 874.4 K. At 300 K, $P_s$ falls from 72.1 to $68.2\ \mu\mathrm{C/cm^2}$. Both are single-domain values. The tensile stress of the polarized film favours twin domains polarized in the plane, more strongly as misfit is lost; wall energy, not treated here, decides whether they form in a film this thin. More generally, a change of $0.1\%$ in imposed strain moves $T_c$ by 24.9 K. Differential thermal expansion must therefore be included in $S_m$ when temperatures are compared. Holding $S_m$ fixed and raising the operating temperature to 400 K gives $P_s=69.0\ \mu\mathrm{C/cm^2}$.

### What transfers to a real transistor

The example resembles a coherent lead titanate film on strontium titanate: the compressive misfit of about one percent and the large polarization are of the right rough size. It isn't a model of a transistor whose ferroelectric is polycrystalline hafnia on an oxide-covered semiconductor. The cubic perovskite reference, uniform orientation and ideal contacts then need replacement. Of the departures sized here, the oxide has the largest effect: a 1.0 nm layer changes the uniform zero-voltage polarization along the normal from $72.1\ \mu\mathrm{C/cm^2}$ to zero. A semiconductor adds its own voltage drop and charge response.

For a coherent, single-domain perovskite layer polarized along its normal, $a_3^*$, $a_{33}^*$ and the unchanged $a_{111}$ are the coefficients to enter before the stack electrostatics are added. Whether the polarization stays uniform and along the normal in the stack is a separate question, which requires the in-plane components and the energy of domain walls. If the coefficients were instead extracted from a film already clamped at the same strain, the mechanical shifts are already present and must not be added again.

## Numbers as computed

```
INPUTS (round, rough lead-titanate regime)
Temperature: 300 K
Film thickness: 10.0 nm
Misfit strain Sm: -1.00 %
beta: 3.80 1e5 J m/(C^2 K)
T0: 750 K
a11: -7.00 1e7 J m^5/C^4
a111: 26.00 1e7 J m^9/C^6
Q11: 0.089 m^4/C^2
Q12: -0.026 m^4/C^2
s11: 8.00 1/TPa
s12: -2.50 1/TPa
RENORMALIZATION
s11+s12: 5.50 1/TPa
a1 at constant stress: -17.100 1e7 J m/C^2
Quadratic shift: -9.455 1e7 J m/C^2
a3*: -26.555 1e7 J m/C^2
Quartic shift: 12.291 1e7 J m^5/C^4
a33*: 5.291 1e7 J m^5/C^4
Quadratic coefficient without Legendre term: -17.100 1e7 J m/C^2
dg/dP at P=50 uC/cm2, correct: -1.903 MV/cm
dg/dP at P=50 uC/cm2, no Legendre term: -0.958 MV/cm
TRANSITIONS AND STATE
Free-crystal transition, formula: 762.4 K
Free-crystal transition, scan: 762.3 K
Free-crystal polarization jump: 36.7 uC/cm2
Clamped-film transition, formula: 998.8 K
Clamped-film transition, scan: 998.8 K
Largest clamped step per 0.1 K: 1.5 uC/cm2
Free-crystal Ps at 300 K: 75.3 uC/cm2
Clamped-film Ps at 300 K: 72.1 uC/cm2
In-plane stress at P=0: -1.82 GPa
In-plane stress at Ps: 0.64 GPa
Normal strain at Ps: 4.31 %
Uniform-switching field: 1.92 MV/cm
Uniform-switching film voltage: 1.92 V
Polarization at switching instability: 47.3 uC/cm2
In-plane quadratic coefficient there: 7.45 1e7 J m/C^2
NEGLECTED EFFECTS
Oxide thickness: 1.0 nm
Oxide relative permittivity: 3.9 (no unit)
Depolarization quadratic term: 141.18 1e7 J m/C^2
Largest oxide thickness for uniform Ps: 0.184 nm
Oxide field if Ps were held: 204 MV/cm
Burgers vector: 0.39 nm
Rough critical thickness: 3.9 nm
Ps with half the misfit: 68.2 uC/cm2
Transition with half the misfit: 874.4 K
Transition shift per 0.1% strain: 24.9 K
Clamped-film Ps at 400 K: 69.0 uC/cm2
```
